Singlet-triplet gap of methylene by spin-flip, double-attachment and ΔCCSD

**Problem**

Treat CH2 in the 6-31G basis, in Hartree atomic units. Structure T has C–H = 2.04 bohr and angle 134.0°; structure S has 2.10 bohr and 102.0°. These are rounded, recalled near-equilibrium geometries, not optimized ones. At each structure freeze the carbon 1s orbital c of the triplet ROHF solution and use the remaining 12 orbitals in every calculation. Here c diagonalizes (Fα + Fβ)/2 within the doubly occupied space; choosing Fα or Fβ instead moves each FCI energy by up to 9×10⁻⁶ Eh and the FCI gap by about 10⁻⁶ Eh. Define Δ = E(¹A₁ at S) − E(³B₁ at T).

(a) Show that equation-of-motion (EOM) energies for spin flip (SF) from the UHF Ms = 1 triplet and for double attachment (DEA) to RHF CH2²⁺ are eigenvalues of a projected operator, and find their limit at full rank.
(b) Derive the two-particle block of the DEA matrix.
(c) Decide which ladder gives pure spin states.
(d) Compute Δ by ΔCCSD, SF and DEA and compare with FCI.

**Solution**

*Hamiltonian.* Each reference has its own 1s orbital, and freezing each separately would give each method its own FCI limit; one common core avoids this. With c doubly occupied in every determinant, its interaction with the valence electrons is a fixed Coulomb and exchange field:

H = E_core + Σ h_pq a†_pσ a_qσ + ½ Σ (pq|rs) a†_pσ a†_rτ a_sτ a_qσ
h_pq = h⁰_pq + 2(pq|cc) − (pc|cq),  E_core = V_nn + 2h⁰_cc + (cc|cc)

Repeated indices are summed; i, j, m, n are occupied in the reference Φ, and a to f are virtual (c denotes a virtual from here on). RHF and UHF orbitals are orthogonal rotations within the 12 orbitals, separately for each spin, so their determinants span the same space.

*(a) Projection.* Let T = T₁ + T₂ solve the CCSD equations for Φ, with H̄ = e^(−T) H e^T:

⟨Φ|H̄|Φ⟩ = E_CC,  ⟨Φ_μ|H̄|Φ⟩ = 0 for singles and doubles.

The hole count of a determinant is the number of spin orbitals of Φ that it leaves empty. T conserves Nα and Nβ, so it acts in the target sector Nα = Nβ = 3 as well. Each factor of T adds at least one hole, so its powers vanish beyond the electron count of Φ, e^T is a polynomial with inverse e^(−T), and H̄ has the eigenvalues of H in that sector.

Let P project on target determinants with at most k holes. An EOM operator R is a sum of strings that create holes and particles, and EOM solves

P[H̄, R]Φ = ω RΦ.

By the CCSD equations H̄Φ = E_CC Φ + χ, where χ has three or more holes. Holes created by R add to those in χ. An SF string carries at least one hole (an α electron is removed and a β electron added), so Rχ has at least four; a DEA string may carry none, so Rχ has at least three. Hence PRχ = 0 for SF with k ≤ 3 and DEA with k ≤ 2, and then P R H̄Φ = E_CC RΦ. With r = RΦ,

P H̄ P r = E r,  E = E_CC + ω.

This form defines the ladder for any k. SF with k = 1, 2, 3 is labelled S, SD (EOM-SF-CCSD) and SDT (EOM-SF-CC(2,3), triples in R but not in T). DEA with k = 0, 1, 2 is 2p, 3p1h and 4p2h. At full rank P = 1 and E is the FCI energy for any T. Below full rank P H̄ P is a truncation of an operator that is not Hermitian when T ≠ 0, so E is not guaranteed to be an upper bound.

The program builds H and T on determinants and asserts the CCSD equations (dication at both structures, triplet at T), agreement of the SD root at S and of a single-attachment root at T with independent diagrammatic code, and agreement of both full-rank energies with a separate FCI, whose triplet is computed at Ms = 1; all to 10⁻⁶ Eh.

*(b) The 2p block.* Let |ab̄⟩ = a†_aα a†_bβ Φ. First absorb T₁ = t_i^a a†_a a_i (spin orbitals). The anticommutation rules give

[a†_i, T₁] = −t_i^a a†_a,  [a_a, T₁] = t_i^a a_i,

while a†_a and a_i commute with T₁, so higher commutators vanish. H̃ = e^(−T₁) H e^(T₁) is therefore H with a†_i → a†_i − t_i^a a†_a and a_a → a_a + t_i^a a_i. Collecting coefficients, an integral's virtual creation index becomes ã = a − t_m^a m and its occupied annihilation index becomes ĩ = i + t_i^f f; other indices are unchanged.

T₁ and T₂ commute, so H̄ = e^(−T₂) H̃ e^(T₂). A bra without holes is annihilated by T₂, and H̃ fills at most two holes, so

⟨ab̄|H̄|ef̄⟩ = ⟨ab̄|H̃(1 + T₂)|ef̄⟩.

The first term follows from the Slater–Condon rules: ⟨Φ|H̃|Φ⟩δ_ae δ_bf + f̃_ae δ_bf + δ_ae f̃_bf + (ãe|b̃f). In spatial orbitals, with the Fock matrix f_pq = h_pq + 2(pq|ii) − (pi|iq),

f̃_ae = h_ãe + 2(ãe|nñ) − (ãñ|ne)
 = f_ae − t_m^a f_me + t_n^f[2(ae|nf) − (af|ne)] − t_m^a t_n^f[2(me|nf) − (mf|ne)]
(ãe|b̃f) = (ae|bf) − t_m^a(me|bf) − t_m^b(ae|mf) + t_m^a t_n^b(me|nf)

In the second term both holes of T₂ must be refilled, which selects ¼⟨mn||gh⟩ a†_m a†_n a_h a_g (g, h virtual, indices undressed), multiplying T₂ = ¼ t_ij^cd a†_c a†_d a_j a_i. The pair a†_m a†_n commutes with virtual operators, and a†_m a†_n a_j a_i between filled cores gives δ_mi δ_nj − δ_mj δ_ni, a factor 2 by antisymmetry. What remains is

⅛ X a_h a_g a†_c a†_d,  X = ⟨mn||gh⟩ t_mn^cd.

Moving annihilators to the right,

a_h a_g a†_c a†_d = δ_gc δ_hd − δ_hc δ_gd − δ_hd a†_c a_g − δ_gc a†_d a_h + δ_hc a†_d a_g + δ_gd a†_c a_h + a†_c a†_d a_h a_g.

X is antisymmetric in g, h and in c, d, so the two constants are equal and the four one-body terms are equal:

¼⟨mn||gh⟩t_mn^gh − ½⟨mn||gh⟩t_mn^ch a†_c a_g + ¼(½⟨mn||gh⟩t_mn^cd) a†_c a†_d a_h a_g.

The constant added to ⟨Φ|H̃|Φ⟩ is ⟨Φ|H̃(1 + T₂)|Φ⟩ = E_CC. For the spin sums let t_mn^ab be the amplitude with m, a of spin α and n, b of spin β; then t_mn^ab = t_nm^ba and the same-spin amplitude is t_mn^ab − t_mn^ba. In the two-body term the assignments (mα, nβ) and (mβ, nα) contribute equally and cancel the ½, giving t_mn^ab(me|nf). In the one-body term opposite spins likewise give 2t_mn^af(me|nf). Same spins give [(me|nf) − (mf|ne)](t_mn^af − t_nm^af), which the relabelling m ↔ n in the second half turns into 2t_mn^af[(me|nf) − (mf|ne)]. Multiplying the sum by −½ gives −t_mn^af[2(me|nf) − (mf|ne)]. With τ_mn^ab = t_mn^ab + t_m^a t_n^b,

⟨ab̄|H̄|ef̄⟩ = E_CC δ_ae δ_bf + F_ae δ_bf + δ_ae F_bf + W_abef
F_ae = f_ae − t_m^a f_me + t_n^f[2(ae|nf) − (af|ne)] − τ_mn^af[2(me|nf) − (mf|ne)]
W_abef = (ae|bf) − t_m^a(me|bf) − t_m^b(ae|mf) + τ_mn^ab(me|nf)

For T = 0 this is configuration interaction for two electrons outside a rigid dication. The program asserts the formula element by element against the determinant matrix to 10⁻⁸ Eh.

*(c) Spin.* With s_pq the overlap of α orbital p and β orbital q, S₊ = s_pq a†_pα a_qβ and S² = Sz(Sz + 1) + S₋S₊. Using a_pα a†_rα = δ_pr − a†_rα a_pα and the orthogonality of s,

S₋S₊ = s_pq s_rs a†_qβ a_pα a†_rα a_sβ = Nβ − s_pq s_rs (a†_rα a_pα)(a†_qβ a_sβ).

It is evaluated on the normalized state e^T r.

For the closed-shell dication, T = t_i^a E_ai + ½ t_ij^ab E_ai E_bj with spin-summed E_pq, and the hole count is 4 − Σ_i E_ii. Both commute with S², hence so does P H̄ P, and a nondegenerate eigenvector r, and with it e^T r, has sharp spin at every k. The program asserts ⟨S²⟩ = 2 and 0 to 10⁻⁶ on every rung.

For the triplet reference the argument fails: a singly occupied orbital counts as occupied for α and virtual for β, so S± changes the hole count and P does not commute with S². The SD values are 2.0005 at T and 0.0007 at S, asserted to differ from 2 and 0; full rank restores them. At SDT the triplet has 1.999957. Since ⟨S²⟩ is a weighted mean of S(S + 1), a value below 2 requires an S = 0 admixture, which Ms = 0 allows.

*(d) Numbers.* The dication is (2a₁)²(1b₂)², the triplet adds 3a₁ and 1b₁, and the singlet has FCI weights 0.915 on 3a₁² and 0.036 on 1b₁² in ROHF orbitals. SF reaches these two occupation patterns by the flips 1b₁α → 3a₁β and 3a₁α → 1b₁β, and DEA has both in its 2p space, in each case built from the orbitals of the method's own reference. Those orbitals differ from the ROHF ones, so the ROHF determinants themselves lie only partly in these spaces, least so for the dication reference. With 1 Eh = 627.509 kcal/mol:

FCI: −38.942597 + 38.980099 = 0.037502 Eh = 23.53 kcal/mol

ΔCCSD (RHF singlet, UHF triplet): −38.940570 + 38.979242 = 0.038672 Eh = 24.27 kcal/mol

SF SD, each ω added to the triplet CCSD energy at its own structure:
E(S) = −38.962888 + 0.022154 = −38.940734 Eh
E(T) = −38.979242 + 0.000333 = −38.978909 Eh
Δ = 0.038175 Eh = 23.96 kcal/mol

DEA 3p1h, each ω added to the dication CCSD energy:
E(S) = −37.734108 − 1.200023 = −38.934131 Eh
E(T) = −37.800827 − 1.169167 = −38.969994 Eh
Δ = 0.035864 Eh (last digit from unrounded energies) = 22.50 kcal/mol

Errors relative to FCI, for each state in Eh and for Δ in kcal/mol:

method    error T   error S   error Δ
SCF       +0.0686   +0.0897   +13.23
CCSD      +0.00086  +0.00203  +0.73
SF S      +0.0195   +0.0303   +6.76
SF SD     +0.00119  +0.00186  +0.42
SF SDT    +0.00055  +0.00046  −0.06
DEA 2p    +0.1584   +0.1443   −8.86
DEA 3p1h  +0.0101   +0.0085   −1.03
DEA 4p2h  −0.00015  +0.00016  +0.20

The gap error is error S minus error T, so balance matters as much as accuracy. ΔCCSD overshoots because CCSD errs more for the singlet, an ordering the program asserts. The largest singlet doubles amplitude is 0.160; that the mixing of 3a₁² and 1b₁² causes the larger error is a conjecture.

SF SD lowers the singlet error from 0.002027 to 0.001863 Eh, a change of 0.000164 Eh, and raises the triplet error by 0.000333 Eh, so two thirds of its gain over ΔCCSD comes from a worse triplet. Measured against the Ms = 1 reference, the SF gap is −38.940734 + 38.979242 = 0.038508 Eh = 24.16 kcal/mol, an error of +0.63. The triplet's ω is not meant to vanish at full rank: there E is exact while E_CC is not, so ω = −0.000857 Eh.

DEA 3p1h has state errors near 0.01 Eh and a gap error of about 1 kcal/mol, with the triplet the poorer state. The 2p part holds 0.88 and 0.89 of the weight of r at T and S. That the rest describes relaxation of the contracted dication orbitals is a conjecture. At 4p2h both state errors fall below 0.0002 Eh in size, but the triplet lies below FCI, as a non-Hermitian projection permits, so the errors add in Δ. State errors shrink along both ladders here, which the program asserts and no theorem above guarantees.

These comparisons hold for this Hamiltonian, and the gap is far from converged in the basis: at the same structures ΔCCSD falls from 24.27 kcal/mol in 6-31G to about 16.4 in 6-31G* and 12.8 in cc-pVDZ (each reference freezing its own 1s orbital), a shift of 8 to 11 kcal/mol. The measured gap is roughly 9 kcal/mol, far below the 6-31G FCI value, so the differences among ΔCCSD, SF SD, SF SDT, DEA 3p1h and DEA 4p2h, all below 2 kcal/mol, are much smaller than the error of the model itself. The lowest rungs, SF S and DEA 2p, differ from each other by about 16 kcal/mol.

Numbers as computed

```
1 Eh = 627.509 kcal/mol
structure T: r = 2.04 bohr, angle = 134.0 deg, Ms=0 block = 11736 dets
  E_core = -28.168671 Eh; CCSD dication = -37.800827 Eh
  CCSD triplet Ms=1 = -38.979242 Eh; UHF <S2> = 2.0174
  omega SF SD = 0.000333 Eh; omega DEA 3p1h = -1.169167 Eh
  weight of 2p part of R in DEA 3p1h = 0.8767
structure S: r = 2.10 bohr, angle = 102.0 deg, Ms=0 block = 12536 dets
  E_core = -28.240756 Eh; CCSD dication = -37.734108 Eh
  CCSD triplet Ms=1 = -38.962888 Eh; UHF <S2> = 2.0157
  omega SF SD = 0.022154 Eh; omega DEA 3p1h = -1.200023 Eh
  weight of 2p part of R in DEA 3p1h = 0.8852
check at S: library SF root = 0.022154 Eh
check at T: EA 2p1h here = -0.811922 Eh, library = -0.811922 Eh
singlet FCI weights (ROHF orbitals): 3a1^2 = 0.9154, 1b1^2 = 0.0358
largest |t2| of singlet CCSD = 0.1601
method: E(T), E(S), error T, error S (all Eh)
  SCF       -38.911477 -38.852895 +0.068622 +0.089702
  CCSD      -38.979242 -38.940570 +0.000857 +0.002027
  SF S      -38.960550 -38.912281 +0.019549 +0.030316
  SF SD     -38.978909 -38.940734 +0.001190 +0.001863
  SF SDT    -38.979554 -38.942141 +0.000545 +0.000456
  SF full   -38.980099 -38.942597 -0.000000 -0.000000
  DEA 2p    -38.821687 -38.798309 +0.158412 +0.144288
  DEA 3p1h  -38.969994 -38.934131 +0.010105 +0.008466
  DEA 4p2h  -38.980253 -38.942434 -0.000154 +0.000163
  DEA full  -38.980099 -38.942597 +0.000000 +0.000000
  FCI       -38.980099 -38.942597 +0.000000 +0.000000
method: dim P (T), dim P (S), <S2> T, <S2> S
  SF S          15      9 2.007095 0.018041
  SF SD        238    206 2.000513 0.000738
  SF SDT      1688   1732 1.999957 0.000109
  SF full    11736  12536 2.000000 0.000000
  DEA 2p        20     38 2.000000 0.000000
  DEA 3p1h     392    566 2.000000 0.000000
  DEA 4p2h    2840   3400 2.000000 0.000000
  DEA full   11736  12536 2.000000 0.000000
method: gap/Eh, gap/(kcal/mol), error vs FCI/(kcal/mol)
  SCF               0.058582 36.76 +13.23
  CCSD              0.038672 24.27 +0.73
  SF S              0.048270 30.29 +6.76
  SF SD             0.038175 23.96 +0.42
  SF SDT            0.037413 23.48 -0.06
  SF full           0.037502 23.53 -0.00
  DEA 2p            0.023378 14.67 -8.86
  DEA 3p1h          0.035864 22.50 -1.03
  DEA 4p2h          0.037819 23.73 +0.20
  DEA full          0.037502 23.53 -0.00
  FCI               0.037502 23.53 +0.00
  SF SD vs Ms=1 ref 0.038508 24.16 +0.63
```
